\section*{Why a Blocked Mask Opening Nearly Disappears at Distant Talbot Planes}

\section{Scaling fixes the answer}

Take a square lattice of identical openings with period $p$, each of area $A$, in an opaque mask. A plane wave of unit amplitude and wavelength $\lambda$ illuminates it at normal incidence. One opening is blocked. Let $u$ be the field that this opening would have sent out, had it been open and all others closed.

In the paraxial regime, apart from a common phase, wavelength and distance $z$ enter only through the product $\lambda z$, which is an area. The field $u$ is dimensionless. Far away, where $\lambda z\gg A$, the contributions from all parts of the opening arrive near the axis with almost equal phase, so $u$ is proportional to $A$. The only dimensionless combination linear in $A$ is
\begin{equation}
|u|\sim \frac{A}{\lambda z}.
\end{equation}
If the energy $\int|u|^2\,dx\,dy$ stays equal to $A$, the field must cover an area of about
\begin{equation}
\frac{A}{|u|^2}\sim\frac{(\lambda z)^2}{A}.
\end{equation}
Conservation fixes an integral, not a peak. The defect fades locally because a fixed energy is shared among ever more cells.

What a resist records, however, is the intensity of the total field. There $u$ interferes with the bright image, and this changes both the size and the place of the visible error.

\section{The periodic image and the missing field}

Propagation is linear. With $U_p$ the field of the perfect mask, the field of the defective mask is
\begin{equation}
U=U_p-u .
\end{equation}
The perfect mask is a sum of diffraction orders $(n,l)$ with spatial frequencies $n/p$ and $l/p$. With the common factor $e^{ikz}$, $k=2\pi/\lambda$, removed from all fields, paraxial propagation multiplies each order by
\begin{equation}
\exp\!\left[-i\pi\lambda z\,\frac{n^2+l^2}{p^2}\right].
\end{equation}
At the Talbot planes
\begin{equation}
z_m=\frac{2mp^2}{\lambda},\qquad m=1,2,\dots
\end{equation}
the phase is $-2\pi m(n^2+l^2)$, a multiple of $2\pi$. Hence $U_p$ repeats the mask: it is 1 in the images of the openings and 0 elsewhere. Intensities below are in units of this bright dose.

\section{First contribution: how large the defect field can be}

The Fresnel integral over the opening is
\begin{equation}
u(x,y)=\frac{1}{i\lambda z}\int_A
\exp\!\left[\frac{i\pi}{\lambda z}\big((x-s)^2+(y-t)^2\big)\right]ds\,dt .
\end{equation}
The exponential has modulus 1, and the modulus of an integral cannot exceed the integral of the modulus. With the fill factor $f=A/p^2$ and $\lambda z_m=2mp^2$,
\begin{equation}
|u|\le\frac{A}{\lambda z_m}=\frac{f}{2m}
\end{equation}
at every point of the plane. The wavelength has dropped out. The equivalent number of cells sharing the energy is
\begin{equation}
N=\frac{A}{p^2\,(f/2m)^2}=\frac{4m^2}{f}.
\end{equation}

\textbf{Example.} Take $\lambda=47$ nm, $p=5$ $\mu$m and square openings of side $a=2$ $\mu$m, so that $f=4/25=0.16$. At $m=5$ the distance is $z_5=5.32$ mm. The amplitude bound is $0.16/10=0.016$, and $N=100/0.16=625$ cells. The central cell should then hold $1/625=0.16\,\%$ of the defect energy; direct quadrature of the Fresnel field gives $0.1599\,\%$.

\section{Second contribution: interference with the image}

Expanding $|U_p-u|^2$ and subtracting $|U_p|^2$ gives the dose change
\begin{equation}
\Delta I=-2\,\mathrm{Re}(U_p^*u)+|u|^2 .
\end{equation}
Since $|U_p|\le1$ at a Talbot plane,
\begin{equation}
|\Delta I|\le 2\,\frac{f}{2m}+\left(\frac{f}{2m}\right)^2
=\frac fm+\frac{f^2}{4m^2}.
\label{bound}
\end{equation}
The two terms have very different weights. In the example the defect intensity is at most $0.016^2=2.6\times10^{-4}$, while interference can reach $2\times0.016=3.2\times10^{-2}$. The first limit falls as $1/z^2$, the second as $1/z$. In the dark areas $U_p=0$, and only the small term remains.

As a test, a mask section of $96\times96$ periods with one opening blocked was propagated numerically to $m=2$. Within 12 periods of the defect the largest dose change was $7.60\,\%$, and the result differed from the formula for $\Delta I$ by at most $0.045\,\%$ of the bright dose.

\section{Third contribution: the energy account}

Free propagation multiplies each Fourier component of $u$ by a phase factor. By Parseval's theorem,
\begin{equation}
\int |u|^2\,dx\,dy=A
\end{equation}
at every distance. The overlap with the periodic field is conserved too: each order of $U_p$ and the component of $u$ at the same frequency acquire the same phase, which cancels in $U_p^*u$. In the mask plane both fields are 1 over the blocked opening, so
\begin{equation}
\int U_p^*u\,dx\,dy=A .
\end{equation}
Integrating $\Delta I$ therefore gives
\begin{equation}
\int\Delta I\,dx\,dy=-2A+A=-A .
\end{equation}
The energy stopped by the blockage is still missing at every plane. Self-healing redistributes the loss; it does not repay it.

At distant planes $|u|^2$ varies little across one cell, so a fraction of about $f$ of its energy falls in bright openings. These lose about $(2-f)A$ in total, and the dark areas gain about $(1-f)A$. For $f=0.16$ this is $1.84A$ lost and $0.84A$ gained, a net loss of $A$.

Quadrature at $m=5$, cut off 2000 periods from the defect along each axis, gives $0.9975A$ for the defect energy, for the overlap and for the total loss. For the defect energy, the shortfall is the expected tail. Along one axis the energy density follows $\mathrm{sinc}^2\tau$ with $\tau=ax/\lambda z$ and $\mathrm{sinc}\,\tau=\sin(\pi\tau)/(\pi\tau)$; the cut lies at $\tau=80$. Replacing $\sin^2$ by its mean $1/2$, the part outside is $1/(80\pi^2)=0.13\,\%$ per axis, or $0.25\,\%$ for two axes.

\section{Where the error appears}

\subsection{At the blocked site}

For a square opening centred at the origin, expand the Fresnel exponential to first order. At the centre of the site the mean of $s^2+t^2$ over the opening is $2a^2/12=a^2/6$. Since $a^2/\lambda z_m=f/2m$ and $1/i=-i$,
\begin{equation}
u(0,0)\simeq-i\frac{f}{2m}\left(1+\frac{i\pi f}{12m}\right)
=\frac{\pi f^2}{24m^2}-i\frac{f}{2m}.
\end{equation}
The leading part is imaginary, whereas the image field is real. The two are in quadrature, so the first-order interference vanishes. What remains is
\begin{equation}
\Delta I(0,0)\simeq-\frac{\pi f^2}{12m^2}+\frac{f^2}{4m^2}
=\left(\frac14-\frac{\pi}{12}\right)\frac{f^2}{m^2}.
\end{equation}
For the average over the whole image of the opening, $x$ and $s$ both range over the side $a$. The mean of $(x-s)^2$ is $a^2/12+a^2/12=a^2/6$ per axis, or $a^2/3$ in total. This doubles the real part of $u$:
\begin{equation}
\langle\Delta I\rangle_{\rm site}\simeq
\left(\frac14-\frac{\pi}{6}\right)\frac{f^2}{m^2}.
\end{equation}
With $f^2/m^2=1.02\times10^{-3}$ and a bracket of $-0.274$, the average change is $-0.028\,\%$. At the centre it is $-0.0012\,\%$, because the two second-order terms nearly cancel.

This extreme smallness needs the image phase to be right. If the image field at the site were $e^{i\varphi}$, the interference term would become $+(f/m)\sin\varphi$. For $\varphi=0.1$ rad that is about $0.3\,\%$, ten times the ideal site average, though still far below the original loss of $100\,\%$.

\subsection{On rings around it}

At the centre of cell $(j,l)$, write $(jp-s)^2=j^2p^2-2jps+s^2$, and likewise for the other axis. The terms $s^2$ and $t^2$ each contribute a phase of at most $\pi a^2/(4\lambda z_m)=\pi f/(8m)$, about $0.013$ rad here, and are dropped. The linear terms integrate to sinc functions:
\begin{equation}
u_{jl}\simeq-i\frac{f}{2m}\,
e^{i\pi(j^2+l^2)/2m}\,S_{jl},\qquad
S_{jl}=\mathrm{sinc}\frac{aj}{2mp}\;\mathrm{sinc}\frac{al}{2mp}.
\end{equation}
Because $\mathrm{Re}(-ie^{i\theta})=\sin\theta$,
\begin{equation}
\Delta I_{jl}\simeq-\frac fm\,S_{jl}\,
\sin\frac{\pi(j^2+l^2)}{2m}+\frac{f^2}{4m^2}S_{jl}^2 .
\end{equation}
The dropped phases would change $\Delta I_{jl}$ by a further amount of order $f^2/m^2$, so this formula serves where the first term dominates, not at the site itself.

Moving away from the site lengthens the path and turns the phase of $u$. At $j^2+l^2=m$, a radius of $\sqrt m\,p$, the quadrature has become full agreement in phase, and subtracting $u$ darkens the image. Near $j^2+l^2=3m$ the sign is reversed and the image brightens. Cell centres need not lie exactly on these rings: for $m=3$ none lies on the first, and for $m=5$ none lies on the second. The bound holds in any case.

Farther out, the sine takes the same values again whenever $j$ or $l$ grows by $2m$. At the cell centres the pattern of dark and bright therefore repeats every $2m$ cells, multiplied by $S_{jl}$, which weakens it and reverses its sign beyond a zero of either sinc factor: for $m=5$ cells $(2,1)$, $(12,1)$ and $(22,1)$ darken at their centres, while cell $(32,1)$ brightens. Averaged over an opening, the interference term fades faster, about as $S_{jl}^2$, because the phase of $u$ also turns across the opening. Along an axis the first zero of $S_{jl}$ is at $j=2mp/a$, or 25 cells for $m=5$. The error is therefore shared by many cells.

For $m=5$ the radius of the first ring is $11.2$ $\mu$m and cell $(2,1)$ lies on it. There $S=0.990\times0.997=0.987$, so
\begin{equation}
\Delta I_{21}\simeq-0.032\times0.987+0.016^2\times0.987^2=-0.0313 .
\end{equation}
Averaged over the opening the change is $-3.09\,\%$, about a hundred times the site average.

A scan over points in the openings out to cell index 12 along each axis gives the following, with $f=0.16$ held fixed.

\begin{center}
\begin{tabular}{ccccc}
$m$ & worst $\Delta I$ & bound & cell & site average\\
1 & $-14.4\,\%$ & $16.6\,\%$ & $(1,0)$ & $-0.70\,\%$\\
2 & $-7.6\,\%$ & $8.2\,\%$ & $(1,1)$ & $-0.17\,\%$\\
5 & $-3.1\,\%$ & $3.2\,\%$ & $(2,1)$ & $-0.028\,\%$\\
10 & $-1.6\,\%$ & $1.6\,\%$ & $(3,1)$ & $-0.007\,\%$
\end{tabular}
\end{center}

From $m=5$ to $m=10$ the worst error halves, while the site average falls fourfold. In all four rows the listed cell satisfies $j^2+l^2=m$. Cells related by the symmetry of the square share the same error.

\section{A second case: long slits}

A grating of long slits of width $a$ spreads the missing light in one direction only. The Fresnel kernel then has modulus $1/\sqrt{\lambda z}$, and
\begin{equation}
|u|\le\frac{a}{\sqrt{\lambda z_m}}=\frac{a/p}{\sqrt{2m}} .
\end{equation}
With $a/p=0.4$ and $m=5$ this is $0.126$, eight times the value for square openings of the same side and period. The largest dose change found in the same range of cells is $+23\,\%$, a brightening. A blocked slit heals too, but its amplitude bound falls only as $z^{-1/2}$. The one-dimensional kernel also carries the phase $-\pi/4$ instead of $-\pi/2$, so the site is not protected by quadrature: its dose changes by about $-2\times0.126\cos(\pi/4)+0.126^2\approx-16\,\%$.

\section{Weighing the idealisations}

The example uses rough typical values for Talbot lithography with a table-top extreme-ultraviolet laser: a wavelength of 47 nm, a period of a few micrometres and a mask about 1 mm wide. Real exposures break the ideal self-image. The next term in the propagation phase of order $n$, with $q=n\lambda/p$, has magnitude
\begin{equation}
\frac{kz_mq^4}{8}=\frac{\pi m n^4\lambda^2}{2p^2},
\end{equation}
which at $m=5$ is $0.18$ rad for $n=4$ and $0.90$ rad for $n=6$. The order $n=5$ is absent here, because its amplitude is proportional to $\mathrm{sinc}(5a/p)=\mathrm{sinc}\,2=0$. Including the full scalar propagation phase in the periodic image lowers the mean opening dose to $0.89$ of ideal, in every cell alike. The change in cell $(2,1)$ becomes $-2.8\,\%$ of the ideal dose instead of $-3.1\,\%$; relative to the lowered dose it is still $2.78/0.89=3.1\,\%$. These are averages over an opening. Point by point this image rings, with $|U_p|$ up to about $1.3$, and it leaks into the dark areas, so the bound no longer applies. The largest local change is about $-4.0\,\%$ of the ideal dose, the dark areas change by up to $1.8\,\%$, and the site average is $-0.12\,\%$. The value $0.89$ refers to the nominal distance $z_5$; a distance shorter by about 5 $\mu$m raises it to about $0.92$.

The other limits were sized separately, not in combination:
\begin{itemize}
\item \textbf{Mask width.} Order $n$ shifts sideways by $z_mn\lambda/p=2mnp$, or $200$ $\mu$m for $n=4$ and $300$ $\mu$m for $n=6$. A mask $1.005$ mm wide gives a mean opening dose of $0.93$ at its centre in the paraxial model. The mask must therefore be wide enough for the orders that form the image to overlap.
\item \textbf{Wavelength.} A wavelength longer by a relative $10^{-4}$, at fixed distance, lowers the non-paraxial opening dose of $0.890$ by only about $0.0006$. The response is not symmetric: the same offset toward shorter wavelength raises the dose by about $0.003$, and a wavelength longer by $10^{-3}$ lowers it to about $0.86$.
\item \textbf{Source angle.} An angle of $0.05$ mrad blurs the image by about $0.27$ $\mu$m, against an opening of $2$ $\mu$m. Its effect on the dose was not computed.
\end{itemize}

In this example the non-paraxial phase and the finite mask width lower the mean opening dose by about $11\,\%$ and $7\,\%$, each more than the largest local change caused by the single defect, which is $3.1\,\%$ in the ideal image and about $4\,\%$ in either non-ideal one. A wavelength offset of $10^{-4}$ costs far less. Going farther away reduces the defect error but increases the non-paraxial phase and the walk-off. If a dose change of $5\,\%$ is tolerated, the bound first guarantees it at $m=4$, where it equals $0.04+0.0004=4.04\,\%$ and $z=4.26$ mm. This holds for one isolated defect and an ideal self-image. Whether a given dose change alters the printed pattern depends on the resist.

The argument also shows when healing fails. For $K$ blocked openings the amplitudes add, and the bound on $|u|$ grows to $Kf/2m$; a large cluster needs a correspondingly larger distance. A flaw repeated in every cell is part of the periodic pattern, so it is imaged as faithfully as the pattern itself. An isolated blockage nearly disappears because its fixed energy is spread over about $4m^2/f$ cells, leaving an amplitude of at most $f/2m$ to disturb any one of them. The main numerical results are listed in the output below. The local changes in the non-ideal images, the shifted distance and the further wavelength offsets are not listed there and come from the same kind of propagation. The other values follow from the formulas by direct arithmetic.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength (rough): 47 nm
period: 5.0 um; opening side: 2.0 um
fill factor f: 0.160
first Talbot distance: 1.064 mm
example plane m = 5, distance: 5.319 mm
peak-amplitude bound f/(2m): 0.0160 of bright amplitude
defect amplitude at site centre: 0.01600
defect intensity at site centre: 2.560e-04 of bright dose
real, imaginary part of u there: 1.340e-04, -1.600e-02
spreading estimate 4m^2/f: 625 cells
defect energy in central cell: 0.1599 %
defect energy / opening energy: 0.9975
overlap / opening energy: 0.9975
total missing energy / opening energy: 0.9975
dose change, site centre: -0.00121 %
dose change, site opening average: -0.0280 %
dose change, cell (2,1) average: -3.091 %
ring radius sqrt(m) p: 11.18 um
m | worst change % | bound % | cell of worst | site average %
1 | -14.439 | 16.640 | (1,0) | -0.6973
2 | -7.595 | 8.160 | (1,1) | -0.1749
5 | -3.133 | 3.226 | (2,1) | -0.0280
10 | -1.583 | 1.606 | (3,1) | -0.0070
chosen dose tolerance: 5 %
first plane with bound inside tolerance: m = 4
its distance: 4.255 mm
slit mask, amplitude bound at m = 5: 0.1265
slit mask, worst dose change: 22.95 %
FFT test at m = 2: largest change 7.60 %
FFT test: largest deviation from formula 0.045 %
order 5: angle 47.0 mrad
order 5: non-paraxial phase 0.434 rad
order 5: sideways walk-off 250 um
opening dose, non-paraxial image: 0.8900 of ideal
cell (2,1) change, non-paraxial image: -2.782 % of ideal dose
relative wavelength offset (rough): 1e-04
order 5: phase from offset 0.079 rad
opening dose with offset: 0.8894 of ideal
finite mask width: 1.005 mm
opening dose at its centre, paraxial: 0.9272 of ideal
source angle (rough): 0.05 mrad
blur from source angle: 0.266 um
\end{verbatim}
